# Fixed spin labels and the product of up and down determinants: a program that tests the result

```python
"""
Result under test: for a wave function Psi(R,s) = J(R,s) * sum_k c_k det_k with a
fixed number of up and down electrons, and an operator O that acts on positions
only and is symmetric in the electrons,
    <Psi|O|Psi>/<Psi|Psi> = <F|O|F>/<F|F>,   F(R) = Psi(R, up..up down..down),
where F is J times up determinants times down determinants.
R: positions, s: spin string (0 = up, 1 = down), J: Jastrow factor.
Model: electrons in a 1D harmonic trap with softened repulsion, hbar = m = omega = 1.
Wave functions are arrays over a product grid, one array per spin string.
"""
from itertools import combinations, product
from math import comb, factorial
import numpy as np

STRENGTH, SOFTENING = 1.0, 1.0
A_PARALLEL, A_ANTIPARALLEL = 0.2, 0.5
DOWN_EXPONENT, DOWN_SHIFT = 0.7, 0.4
TILT = 0.5


class Grid:
    """Uniform grid with the sinc-function kinetic-energy matrix."""
    def __init__(self, points, step):
        self.n, self.h = points, step
        self.x = step * (np.arange(points) - (points - 1) / 2)
        d = np.subtract.outer(np.arange(points), np.arange(points))
        safe = np.where(d == 0, 1, d)
        self.kin = np.where(d == 0, np.pi**2 / 6, (-1.0)**d / safe**2) / step**2

    def coords(self, count):
        return np.meshgrid(*[self.x] * count, indexing="ij")

    def orbitals(self):
        x, g = self.x, np.exp(-self.x**2 / 2)
        raw = [g, x * g, (2 * x**2 - 1) * g,
               np.exp(-DOWN_EXPONENT * (x - DOWN_SHIFT)**2)]
        return [f / np.sqrt(self.h * np.sum(f**2)) for f in raw]


def determinant(rows, n):
    """rows[i][k] = orbital k as seen by electron i; returns det on the grid."""
    count = len(rows)
    idx = np.indices((n,) * count)
    m = np.stack([rows[i][:, idx[i]] for i in range(count)])
    return np.linalg.det(np.moveaxis(m, (0, 1), (-2, -1)))


def jastrow(grid, s, on=True):
    q = grid.coords(len(s))
    u = np.zeros_like(q[0])
    if on:
        for i, j in combinations(range(len(s)), 2):
            a = A_PARALLEL if s[i] == s[j] else A_ANTIPARALLEL
            u -= a * np.exp(-(q[i] - q[j])**2 / 2)
    return np.exp(u)


def spin_orbitals(up, down):
    """Array [orbital, spin, position] with pure-spin orbitals."""
    zero = np.zeros_like(up[0])
    return np.array([[f, zero] for f in up] + [[zero, f] for f in down])


def full_state(grid, terms, on=True):
    """All spin strings of J * sum c * det; terms = [(c, spin-orbital array)]."""
    count = len(terms[0][1])
    state = {}
    for s in product((0, 1), repeat=count):
        total = sum(c * determinant([so[:, si, :] for si in s], grid.n)
                    for c, so in terms)
        state[s] = jastrow(grid, s, on) * total
    return state


def product_state(grid, terms, on=True):
    """Fixed labels; terms = [(c, up orbitals, down orbitals)]."""
    n_up, n_down = len(terms[0][1]), len(terms[0][2])
    s = (0,) * n_up + (1,) * n_down
    total = 0
    for c, up, down in terms:
        d_up = determinant([np.array(up)] * n_up, grid.n)
        d_down = determinant([np.array(down)] * n_down, grid.n)
        total = total + c * np.multiply.outer(d_up, d_down)
    return {s: jastrow(grid, s, on) * total}


def kinetic(grid, f):
    return sum(np.moveaxis(np.tensordot(grid.kin, f, axes=(1, a)), 0, a)
               for a in range(f.ndim))


def repulsion(grid, count):
    q = grid.coords(count)
    return sum(STRENGTH / np.sqrt((q[i] - q[j])**2 + SOFTENING**2)
               for i, j in combinations(range(count), 2))


def square_sum(grid, count):
    return sum(q**2 for q in grid.coords(count))


def hamiltonian(grid, f):
    v = square_sum(grid, f.ndim) / 2 + repulsion(grid, f.ndim)
    return kinetic(grid, f) + v * f


def element(bra, ket, op):
    """Sum over spin strings of <bra|op|ket>, without the grid weight."""
    return sum(np.vdot(bra[s], op(ket[s], s)) for s in ket)


def mean(state, op, bra=None):
    bra = state if bra is None else bra
    return element(bra, state, op) / element(bra, state, lambda f, s: f)


def close(a, b, tol=1e-10):
    return abs(a - b) <= tol * max(1.0, abs(a), abs(b))


def name(s):
    return "".join("ud"[k] for k in s)


# ---- three electrons, two up and one down
grid = Grid(41, 0.35)
p0, p1, p2, chi = grid.orbitals()
up, down = [p0, p1], [chi]
full = full_state(grid, [(1.0, spin_orbitals(up, down))])
prod = product_state(grid, [(1.0, up, down)])
label = (0, 0, 1)
F = prod[label]
scale = np.max(np.abs(F))

# block factorization, vanishing strings and the permutation relation
assert np.max(np.abs(full[label] - F)) < 1e-12 * scale
assert np.max(np.abs(full[(0, 1, 0)] + F.swapaxes(1, 2))) < 1e-12 * scale
assert np.max(np.abs(full[(1, 0, 0)] + F.swapaxes(0, 2))) < 1e-12 * scale
for s in full:
    if sum(s) != 1:
        assert np.max(np.abs(full[s])) < 1e-12 * scale

one = lambda f, s: f
H = lambda f, s: hamiltonian(grid, f)
H2 = lambda f, s: hamiltonian(grid, hamiltonian(grid, f))
T = lambda f, s: kinetic(grid, f)
W = lambda f, s: repulsion(grid, 3) * f
X2 = lambda f, s: square_sum(grid, 3) * f
first = lambda f, s: grid.coords(3)[0]**2 * f
spin_x2 = lambda f, s: sum((0.5 - si) * q**2
                           for si, q in zip(s, grid.coords(3))) * f

norm_ratio = element(full, full, one) / element(prod, prod, one)
assert close(norm_ratio, comb(3, 2))

results = {}
for key, op in [("energy", H), ("kinetic energy", T), ("repulsion energy", W),
                ("sum of x_i^2", X2), ("sum of s_z,i x_i^2", spin_x2)]:
    results[key] = (mean(full, op), mean(prod, op))
    assert close(*results[key])
energy = results["energy"][1]
var_full = mean(full, H2) - mean(full, H)**2
var_prod = mean(prod, H2) - energy**2
assert close(var_full, var_prod, 1e-9)

# normalization with orthonormal orbitals in each spin group, and mixed estimator
bare_full = full_state(grid, [(1.0, spin_orbitals(up, down))], on=False)
bare_prod = product_state(grid, [(1.0, up, down)], on=False)
norm_full = element(bare_full, bare_full, one) * grid.h**3 / factorial(3)
norm_prod = element(bare_prod, bare_prod, one) * grid.h**3 / factorial(2)
assert close(norm_full, 1.0) and close(norm_prod, 1.0)
mixed_full = mean(full, H, bra=bare_full)
mixed_prod = mean(prod, H, bra=bare_prod)
assert close(mixed_full, mixed_prod)
assert abs(mixed_prod - energy) > 1e-4

# contributions of single spin strings
allowed = [s for s in full if sum(s) == 1]
string_energy = {s: mean({s: full[s]}, H) for s in allowed}
string_first = {s: mean({s: full[s]}, first) for s in allowed}
assert all(close(e, energy) for e in string_energy.values())
first_full, first_prod = mean(full, first), mean(prod, first)
assert abs(first_full - first_prod) > 1e-2
assert close(first_full, results["sum of x_i^2"][1] / 3)

# total spin from Pauli matrices on the complete spin space
pauli = [np.array([[0, 1], [1, 0]]), np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]])]
s_squared = np.zeros((8, 8), dtype=complex)
for matrix in pauli:
    total = np.zeros((8, 8), dtype=complex)
    for i in range(3):
        factor = np.eye(1)
        for j in range(3):
            factor = np.kron(factor, matrix / 2 if i == j else np.eye(2))
        total += factor
    s_squared += total @ total
strings = list(product((0, 1), repeat=3))
vectors = np.array([full[s].ravel() for s in strings])
overlap = vectors @ vectors.T
spin_full = (np.sum(s_squared * overlap) / np.trace(overlap)).real
spin_label = s_squared[strings.index(label), strings.index(label)].real
exchange = {(i, j): np.vdot(F, F.swapaxes(i, j)) / np.vdot(F, F)
            for i, j in combinations(range(3), 2)}
spin_space = 3 * (4 - 3) / 4 - sum(exchange.values())
assert close(spin_full, spin_space)
assert abs(spin_full - spin_label) > 1e-2
assert close(exchange[(0, 1)], -1.0) and abs(exchange[(1, 2)] + 1) > 1e-2

# a spin-orbital that mixes up and down breaks the fixed number of up electrons
tilted = spin_orbitals(up, down)
tilted[2, 0], tilted[2, 1] = np.sin(TILT) * p2, np.cos(TILT) * chi
tilt = full_state(grid, [(1.0, tilted)])
weight_uuu = np.sum(tilt[(0, 0, 0)]**2) / element(tilt, tilt, one)
energy_tilt = mean(tilt, H)
energy_tilt_label = mean({label: tilt[label]}, H)
assert abs(energy_tilt - energy_tilt_label) > 1e-2

# grid convergence of the energy
fine = Grid(51, 0.28)
f0, f1, f2, fchi = fine.orbitals()
energy_fine = mean(product_state(fine, [(1.0, [f0, f1], [fchi])]),
                   lambda f, s: hamiltonian(fine, f))
assert abs(energy_fine - energy) < 1e-6

# ---- four electrons, two determinants, coarse grid
coarse = Grid(17, 0.6)
c0, c1, c2, cchi = coarse.orbitals()
terms = [(1.0, [c0, c1], [cchi, c1]), (-0.3, [c0, c2], [cchi, c2])]
full4 = full_state(coarse, [(c, spin_orbitals(u, d)) for c, u, d in terms])
prod4 = product_state(coarse, terms)
H4 = lambda f, s: hamiltonian(coarse, f)
ratio4 = element(full4, full4, one) / element(prod4, prod4, one)
e4_full, e4_prod = mean(full4, H4), mean(prod4, H4)
assert close(ratio4, comb(4, 2)) and close(e4_full, e4_prod)

print("Units: hbar = m = omega = 1; energy in hbar*omega, length in sqrt(hbar/(m*omega))")
print(f"repulsion strength {STRENGTH} (energy*length), softening {SOFTENING} (length)")
print(f"Jastrow amplitudes: parallel {A_PARALLEL}, antiparallel {A_ANTIPARALLEL} (no unit)")
print(f"down Gaussian: exponent {DOWN_EXPONENT} (1/length^2), shift {DOWN_SHIFT} (length)")
print(f"grid: {grid.n} points per electron, step {grid.h} (length)")
print("THREE ELECTRONS, two up and one down")
print(f"norm ratio full/product, bare determinants times J: {norm_ratio:.8f}")
for key, (a, b) in results.items():
    unit = "hbar*omega" if "energy" in key else "length^2"
    print(f"{key}: full {a:.8f}, product {b:.8f} {unit}")
print(f"energy variance: full {var_full:.8f}, product {var_prod:.8f} (hbar*omega)^2")
print(f"mixed estimator, bra without J: full {mixed_full:.8f}, "
      f"product {mixed_prod:.8f} hbar*omega")
for s in allowed:
    print(f"string {name(s)}: energy {string_energy[s]:.8f} hbar*omega, "
          f"x_1^2 {string_first[s]:.6f} length^2")
print(f"x_1^2 (not symmetric): full {first_full:.6f}, product {first_prod:.6f} length^2")
print(f"S^2: full {spin_full:.6f}, fixed spin string {spin_label:.6f}, "
      f"position exchange in F {spin_space:.6f} hbar^2")
for (i, j), value in exchange.items():
    print(f"exchange of positions {i + 1},{j + 1} in F: {value:.6f} (no unit)")
print(f"mixed-spin orbital, angle {TILT} rad: weight of uuu {weight_uuu:.6f} (no unit)")
print(f"mixed-spin orbital energy: full {energy_tilt:.6f}, "
      f"uud part only {energy_tilt_label:.6f} hbar*omega")
print(f"energy change on finer grid: {abs(energy_fine - energy):.1e} hbar*omega")
print("FOUR ELECTRONS, two up and two down, two determinants, coarse grid")
print(f"norm ratio full/product: {ratio4:.8f}")
print(f"energy difference full - product: {abs(e4_full - e4_prod):.1e} hbar*omega")
print("COUNTING for 10 electrons, 5 up and 5 down")
print(f"allowed spin strings: {comb(10, 5)}")
print(f"cubic-cost ratio, two half-size determinants to one full: {2 * (5 / 10)**3:.2f}")
print("finished without a failed check")
```

Output:

```
Units: hbar = m = omega = 1; energy in hbar*omega, length in sqrt(hbar/(m*omega))
repulsion strength 1.0 (energy*length), softening 1.0 (length)
Jastrow amplitudes: parallel 0.2, antiparallel 0.5 (no unit)
down Gaussian: exponent 0.7 (1/length^2), shift 0.4 (length)
grid: 41 points per electron, step 0.35 (length)
THREE ELECTRONS, two up and one down
norm ratio full/product, bare determinants times J: 3.00000000
energy: full 4.60561452, product 4.60561452 hbar*omega
kinetic energy: full 1.18726884, product 1.18726884 hbar*omega
repulsion energy: full 1.90340722, product 1.90340722 hbar*omega
sum of x_i^2: full 3.02987691, product 3.02987691 length^2
sum of s_z,i x_i^2: full 0.87813659, product 0.87813659 length^2
energy variance: full 0.18889831, product 0.18889831 (hbar*omega)^2
mixed estimator, bra without J: full 4.57267907, product 4.57267907 hbar*omega
string uud: energy 4.60561452 hbar*omega, x_1^2 1.196538 length^2
string udu: energy 4.60561452 hbar*omega, x_1^2 1.196538 length^2
string duu: energy 4.60561452 hbar*omega, x_1^2 0.636802 length^2
x_1^2 (not symmetric): full 1.009959, product 1.196538 length^2
S^2: full 0.755249, fixed spin string 1.750000, position exchange in F 0.755249 hbar^2
exchange of positions 1,2 in F: -1.000000 (no unit)
exchange of positions 1,3 in F: 0.497375 (no unit)
exchange of positions 2,3 in F: 0.497375 (no unit)
mixed-spin orbital, angle 0.5 rad: weight of uuu 0.428307 (no unit)
mixed-spin orbital energy: full 5.239745, uud part only 4.605615 hbar*omega
energy change on finer grid: 1.0e-09 hbar*omega
FOUR ELECTRONS, two up and two down, two determinants, coarse grid
norm ratio full/product: 6.00000000
energy difference full - product: 1.8e-15 hbar*omega
COUNTING for 10 electrons, 5 up and 5 down
allowed spin strings: 252
cubic-cost ratio, two half-size determinants to one full: 0.25
finished without a failed check
```
